# Leakage instability of a capacitance-matched ferroelectric–dielectric stack with a floating metal: a program that tests the result

```python
# RESULT UNDER TEST
# A leaky ferroelectric and a dielectric in series share a floating metal.
# If C_D < |C_F|, zero polarization is stable at frozen node charge, but
# leakage makes it grow with time constant tau = R * (|C_F| - C_D).
# Symbols (SI, per unit area): p polarization, q floating-metal charge,
# V_F ferroelectric voltage, C_D dielectric capacitance, C_b background
# capacitance of the ferroelectric, C_s = C_D + C_b, R leakage resistance,
# rho polarization damping, a = minus the slope of the Landau voltage at p=0,
# |C_F| = 1/a - C_b. The film is uniform except in the lateral-domain test.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, trapezoid

# Rough typical inputs for hafnium-zirconium oxide on alumina
P_r = 0.18              # C/m^2
E_c = 1.2e8             # V/m
t_F = 10e-9             # m
eps_b = 5.0             # background relative permittivity
eps_D = 9.0             # alumina relative permittivity
t_D = 4e-9              # m
R = 1e6 * 1e-4          # ohm m^2
damping = 1.0           # ohm m
gradient = 1e-9         # m^3/F
barrier_eV = 3.0        # metal-alumina barrier
mass_ratio = 0.3        # tunnelling mass / electron mass
leak_voltage = 0.25     # V, scale of a sinh leakage law
activation_eV = 0.5     # leakage activation energy
T_room, T_hot = 300.0, 358.15

alpha = 1.5 * np.sqrt(3) * E_c / P_r
a = alpha * t_F
C_P = 1 / a
C_b = eps_b * const.epsilon_0 / t_F
C_F = C_P - C_b         # magnitude of the negative capacitance
C_D = eps_D * const.epsilon_0 / t_D
C_s = C_D + C_b
rho = damping * t_F
kappa = a * C_s
tau = R * (C_F - C_D)


def landau_voltage(p):
    return a * (-p + p**3 / P_r**2)


def ferro_voltage(p, q, c_d, bias=0.0):
    # charge balance on the floating metal, solved for V_F
    return (c_d * bias - p - q) / (c_d + C_b)


def rates(state, c_d, res, visc, bias=0.0, g_d=0.0, leak=None):
    p, q = state
    v = ferro_voltage(p, q, c_d, bias)
    current = v / res if leak is None else leak(v)
    return np.array([(v - landau_voltage(p)) / visc,
                     current - g_d * (bias - v)])


def modes(c_d, res, visc, **options):
    # eigenvalues of the finite-difference Jacobian at the rest state
    rest = np.array([0.0, c_d * options.get("bias", 0.0)])
    h = 1e-6
    columns = []
    for step in np.eye(2) * h:
        up = rates(rest + step, c_d, res, visc, **options)
        down = rates(rest - step, c_d, res, visc, **options)
        columns.append((up - down) / (2 * h))
    return np.sort(np.linalg.eigvals(np.array(columns).T).real)


def growth_time(c_d, res, visc):
    # positive root of the two-mode characteristic equation, inverted
    c_sum = c_d + C_b
    m = 1 - a * c_sum + visc / res
    return (m + np.sqrt(m**2 + 4 * a * visc * c_sum / res)) * res / (2 * a)


def transit_time(x1, x2):
    def primitive(x):
        return ((1 - kappa) * np.log(x)
                - 0.5 * (1 + 2 * kappa) * np.log(1 - x**2))
    return R * C_P * (primitive(x2) - primitive(x1))


# The Landau curve has the stated coercive field and remanent polarization
grid = np.linspace(0, P_r, 20001)
assert np.isclose(np.max(-landau_voltage(grid)) / t_F, E_c, rtol=1e-6)
assert abs(landau_voltage(P_r)) < 1e-12

# Frozen node charge: one neutral mode; the other changes sign at C_D = |C_F|
frozen = modes(C_D, np.inf, rho)
assert np.isclose(frozen[0], -(1 / C_s - a) / rho, rtol=1e-6)
assert abs(frozen[1]) < 1e-9 * abs(frozen[0])
assert modes(1.2 * C_F, np.inf, rho)[1] > 0

# Leakage: one growing and one decaying mode for every capacitance ratio
for ratio in (0.2, 0.9, 1.0, 1.5):
    slow = modes(ratio * C_F, R, 1e-3 * R)
    assert slow[0] < 0 < slow[1]
    assert np.isclose(1 / slow[1], growth_time(ratio * C_F, R, 1e-3 * R),
                      rtol=1e-5)

# Fast damping gives the simple law, also under a constant applied voltage
for ratio in (0.2, 0.5, 0.8):
    expected = R * C_F * (1 - ratio)
    for bias in (0.0, 1.0):
        found = 1 / modes(ratio * C_F, R, 1e-7 * R, bias=bias)[1]
        assert np.isclose(found, expected, rtol=1e-4)

# First damping correction, and the limit of equal capacitances
visc = 1e-3 * R
shift = 1 / modes(C_D, R, visc)[1] - tau
assert np.isclose(shift, visc * C_P / (1 - kappa), rtol=2e-2)
equal_time = 1 / modes(C_F, R, 1e-6 * R)[1]
assert np.isclose(equal_time, C_P * np.sqrt(1e-6) * R, rtol=2e-3)

# Dielectric leakage acts in parallel; nonlinear leakage enters by its slope
found = 1 / modes(C_D, R, 1e-7 * R, g_d=3 / R)[1]
assert np.isclose(found, tau / 4, rtol=1e-4)
found = 1 / modes(C_D, R, 1e-7 * R, leak=lambda v:
                  leak_voltage / R * np.sinh(v / leak_voltage))[1]
assert np.isclose(found, tau, rtol=1e-4)


def energy(p, q):
    # dielectric, background and Landau energies at zero applied voltage
    v = ferro_voltage(p, q, C_D)
    landau = a * (-p**2 / 2 + p**4 / (4 * P_r**2))
    return 0.5 * C_D * v**2 + 0.5 * C_b * v**2 + landau


# The circuit moves down the energy gradient
p1, q1, h = 0.07, -0.03, 1e-5
slope_p = (energy(p1 + h, q1) - energy(p1 - h, q1)) / (2 * h)
slope_q = (energy(p1, q1 + h) - energy(p1, q1 - h)) / (2 * h)
flow = rates((p1, q1), C_D, R, rho)
assert np.allclose([-rho * flow[0], -R * flow[1]], [slope_p, slope_q],
                   rtol=1e-5)
# Minimum at fixed q, saddle when q is free
h = 1e-3
W_pp = (energy(h, 0) + energy(-h, 0) - 2 * energy(0, 0)) / h**2
W_qq = (energy(0, h) + energy(0, -h) - 2 * energy(0, 0)) / h**2
W_pq = (energy(h, h) + energy(-h, -h)
        - energy(h, -h) - energy(-h, h)) / (4 * h**2)
determinant = W_pp * W_qq - W_pq**2
assert W_pp > 0 and determinant < 0
assert np.isclose(determinant, -a / C_s, rtol=1e-3)

# Direct integration of the nonlinear circuit; damping is raised to 1e-6 R,
# which changes the times by only parts per million
levels = (1e-2, 1 / np.sqrt(3), 0.9)
events = [lambda t, s, level=x: s[0] / P_r - level for x in levels]
p0 = 1e-3 * P_r
q0 = -p0 - C_s * landau_voltage(p0)
t_end = 40 * tau
run = solve_ivp(lambda t, s: rates(s, C_D, R, 1e-6 * R), (0, t_end),
                [p0, q0], method="Radau", rtol=1e-8, atol=1e-11,
                events=events, t_eval=np.linspace(0, t_end, 8001))
assert run.success and all(len(hit) == 1 for hit in run.t_events)
t_seed, t_peak, t_90 = [hit[0] for hit in run.t_events]
simulated_tau = t_seed / np.log(10)
assert np.isclose(simulated_tau, tau, rtol=1e-3)
time_peak = transit_time(levels[0], levels[1])
time_90 = transit_time(levels[0], levels[2])
assert np.isclose(t_peak - t_seed, time_peak, rtol=5e-4)
assert np.isclose(t_90 - t_seed, time_90, rtol=5e-4)
voltage = ferro_voltage(run.y[0], run.y[1], C_D)
peak_voltage = np.max(np.abs(voltage))
assert np.isclose(peak_voltage, E_c * t_F, rtol=1e-3)
assert np.allclose(run.y[:, -1] / P_r, [1, -1], atol=1e-3)
assert abs(voltage[-1]) < 1e-3 * peak_voltage

# Laterally resolved film: domain splitting sets in above the width L_c
L_c = np.pi * np.sqrt(gradient / alpha)


def lateral_modes(width, visc, n=60):
    cell = width / n
    lap = -2 * np.eye(n) + np.eye(n, k=1) + np.eye(n, k=-1)
    lap[0, 0] = lap[-1, -1] = -1
    matrix = np.zeros((n + 1, n + 1))
    matrix[:n, :n] = (a * np.eye(n) + t_F * gradient * lap / cell**2
                      - np.ones((n, n)) / (n * C_s)) / visc
    matrix[:n, n] = -1 / (C_s * visc)
    matrix[n, :n] = -1 / (n * C_s * R)
    matrix[n, n] = -1 / (C_s * R)
    return np.sort(np.linalg.eigvals(matrix).real)


visc = 1e-4 * R
narrow = lateral_modes(0.8 * L_c, visc)
wide = lateral_modes(1.5 * L_c, visc)
assert np.sum(narrow > 0) == 1 and np.sum(wide > 0) == 2
assert np.isclose(1 / narrow[-1], growth_time(C_D, R, visc), rtol=1e-5)
assert np.isclose(wide[-1], a / visc * (1 - 1 / 1.5**2), rtol=2e-3)


def tunnel_current(thickness, volts):
    # zero-temperature WKB current through a tilted barrier, A/m^2
    depth = np.linspace(0, 2.0, 8001)       # eV below emitter Fermi level
    place = np.linspace(0, 1, 41)
    height = barrier_eV + depth[:, None] - volts * place[None, :]
    mass = mass_ratio * const.m_e
    wave = np.sqrt(2 * mass * const.e * height) / const.hbar
    passing = np.exp(-2 * thickness * trapezoid(wave, place, axis=1))
    supply = 4 * np.pi * mass * const.e**3 / const.h**3
    return supply * trapezoid(np.minimum(depth, volts) * passing, depth)


tunnel_peak = tunnel_current(t_D, peak_voltage)
leak_peak = peak_voltage / R
slope_factor = leak_voltage * np.sinh(1 / leak_voltage)
hot_factor = np.exp(activation_eV * const.e / const.k
                    * (1 / T_room - 1 / T_hot))
matched_thickness = eps_D * const.epsilon_0 / C_F

print("INPUTS (rough typical values)")
print(f"remanent polarization: {P_r*100:.1f} uC/cm2")
print(f"coercive field: {E_c/1e8:.2f} MV/cm")
print(f"ferroelectric thickness: {t_F*1e9:.1f} nm")
print(f"alumina thickness: {t_D*1e9:.1f} nm")
print(f"background relative permittivity: {eps_b:.1f}")
print(f"alumina relative permittivity: {eps_D:.1f}")
print(f"leakage resistance times area: {R*1e4:.2e} ohm cm2")
print(f"polarization damping coefficient: {damping:.1f} ohm m")
print(f"gradient coefficient: {gradient:.1e} m3/F")
print("CAPACITANCES AND GROWTH")
print(f"Landau coefficient alpha: {alpha:.4e} m/F")
print(f"1/a: {C_P*100:.3f} uF/cm2")
print(f"background capacitance C_b: {C_b*100:.3f} uF/cm2")
print(f"|C_F|: {C_F*100:.3f} uF/cm2")
print(f"C_D: {C_D*100:.3f} uF/cm2")
print(f"|C_F| - C_D: {(C_F-C_D)*100:.3f} uF/cm2")
print(f"kappa = a(C_D+C_b): {kappa:.4f} (no unit)")
print(f"tau = R(|C_F|-C_D): {tau:.3f} s = {tau*1e3:.0f} ms")
print(f"growth time from circuit simulation: {simulated_tau:.3f} s")
print(f"frozen-charge relaxation time: {-1e9/frozen[0]:.3f} ns")
print(f"damping correction to tau: {rho*C_P/(1-kappa)*1e9:.3f} ns")
print(f"time from 1% P_r to voltage peak: {time_peak:.2f} s")
print(f"time from 1% to 90% P_r: {time_90:.2f} s")
print(f"peak |V_F| in simulation: {peak_voltage:.3f} V")
print("THINNER ALUMINA")
print(f"thickness for C_D = |C_F|: {matched_thickness*1e9:.3f} nm")
print(f"growth time there, no tunnelling: "
      f"{growth_time(C_F, R, rho)*1e6:.2f} us")
for thickness in (4e-9, 3e-9, 2e-9):
    c_d = eps_D * const.epsilon_0 / thickness
    R_t = 0.01 / tunnel_current(thickness, 0.01)
    R_both = R * R_t / (R + R_t)
    print(f"{thickness*1e9:.0f} nm: tunnel resistance {R_t*1e4:.2e} ohm cm2")
    print(f"  growth time without tunnelling: "
          f"{growth_time(c_d, R, rho):.3e} s")
    print(f"  growth time with tunnelling: "
          f"{growth_time(c_d, R_both, rho):.3e} s")
print("NEGLECTED EFFECTS")
print(f"tunnelling barrier (rough): {barrier_eV:.1f} eV")
print(f"tunnelling mass (rough): {mass_ratio:.1f} electron masses")
print(f"peak alumina field: {peak_voltage/t_D/1e8:.2f} MV/cm")
print(f"tunnel current at peak: {tunnel_peak*1e-4:.2e} A/cm2")
print(f"ferroelectric leakage at peak: {leak_peak*1e-4:.2e} A/cm2")
print(f"sinh leakage voltage scale: {leak_voltage:.2f} V")
print(f"tau if R was read at 1 V on that law: {tau*slope_factor:.2f} s")
print(f"leakage activation energy (rough): {activation_eV:.2f} eV")
print(f"tau at 85 C, leakage change only: {tau/hot_factor:.3f} s")
print(f"critical width for domain splitting: {L_c*1e9:.2f} nm")
print(f"domain growth time in a wide film: {rho/a*1e9:.3f} ns")
print(f"electrons for P_r on a square of that width: "
      f"{P_r*L_c**2/const.e:.1f}")
print("done: every assertion held")
```

Running it gives:

```
INPUTS (rough typical values)
remanent polarization: 18.0 uC/cm2
coercive field: 1.20 MV/cm
ferroelectric thickness: 10.0 nm
alumina thickness: 4.0 nm
background relative permittivity: 5.0
alumina relative permittivity: 9.0
leakage resistance times area: 1.00e+06 ohm cm2
polarization damping coefficient: 1.0 ohm m
gradient coefficient: 1.0e-09 m3/F
CAPACITANCES AND GROWTH
Landau coefficient alpha: 1.7321e+09 m/F
1/a: 5.774 uF/cm2
background capacitance C_b: 0.443 uF/cm2
|C_F|: 5.331 uF/cm2
C_D: 1.992 uF/cm2
|C_F| - C_D: 3.339 uF/cm2
kappa = a(C_D+C_b): 0.4217 (no unit)
tau = R(|C_F|-C_D): 3.339 s = 3339 ms
growth time from circuit simulation: 3.339 s
frozen-charge relaxation time: 0.421 ns
damping correction to tau: 0.998 ns
time from 1% P_r to voltage peak: 15.70 s
time from 1% to 90% P_r: 23.86 s
peak |V_F| in simulation: 1.200 V
THINNER ALUMINA
thickness for C_D = |C_F|: 1.495 nm
growth time there, no tunnelling: 57.74 us
4 nm: tunnel resistance 1.00e+08 ohm cm2
  growth time without tunnelling: 3.339e+00 s
  growth time with tunnelling: 3.306e+00 s
3 nm: tunnel resistance 4.47e+03 ohm cm2
  growth time without tunnelling: 2.675e+00 s
  growth time with tunnelling: 1.191e-02 s
2 nm: tunnel resistance 1.77e-01 ohm cm2
  growth time without tunnelling: 1.346e+00 s
  growth time with tunnelling: 2.406e-07 s
NEGLECTED EFFECTS
tunnelling barrier (rough): 3.0 eV
tunnelling mass (rough): 0.3 electron masses
peak alumina field: 3.00 MV/cm
tunnel current at peak: 8.57e-08 A/cm2
ferroelectric leakage at peak: 1.20e-06 A/cm2
sinh leakage voltage scale: 0.25 V
tau if R was read at 1 V on that law: 22.78 s
leakage activation energy (rough): 0.50 eV
tau at 85 C, leakage change only: 0.144 s
critical width for domain splitting: 2.39 nm
domain growth time in a wide film: 0.577 ns
electrons for P_r on a square of that width: 6.4
done: every assertion held
```
